# Selecting excited states with the Omega function in variational Monte Carlo: test program

```python
# Result under test: for a Hamiltonian H and an energy omega off its spectrum,
#   Omega = <omega-H>/<(omega-H)^2> = (omega-E)/((omega-E)^2+sigma^2)
# is minimized by the eigenstate whose level E_k is the first above omega.
# E = mean of H, sigma^2 = variance of H in the trial state.
# Consequence: E_k <= E + sigma^2/(E-omega) whenever E > omega.
# Model: one electron in V = A (x/L)^2 + B (x/L)^4, L = 1 nm.
# Program units: eV and nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize

rng = np.random.default_rng(20)
KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # hbar^2/2m, eV nm^2
A, B = 0.5, 0.1


def potential(x):
    return A * x**2 + B * x**4


def grid_levels(half_width, dx):
    """Eigenstates of H in a basis of sinc functions on a uniform grid."""
    n = int(round(half_width / dx))
    x = dx * np.arange(-n, n + 1)
    d = np.arange(2 * n + 1)[:, None] - np.arange(2 * n + 1)[None, :]
    safe = np.where(d == 0, 1, d)
    sign = np.where(d % 2 == 0, 1.0, -1.0)
    kin = np.where(d == 0, np.pi**2 / 3, 2 * sign / safe**2)
    h = KIN / dx**2 * kin + np.diag(potential(x))
    e, v = np.linalg.eigh(h)
    return x, e, v


DX = 0.04
x, levels, states = grid_levels(5.0, DX)
coarse = grid_levels(5.0, 0.05)[1]
assert np.allclose(levels[:6], coarse[:6], atol=1e-8)


def trial(x, par):
    """Return psi, its derivative and H psi; par = (log a, t)."""
    a, t = np.exp(par[0]), par[1]
    c, q = np.cos(t), 2 * a * np.sin(t)
    g = np.exp(-a * x**2 / 2)
    p = c - q * x**2
    psi = p * g
    dpsi = (-2 * q * x - a * x * p) * g
    d2psi = (-2 * q + 4 * a * q * x**2 + (a**2 * x**2 - a) * p) * g
    return psi, dpsi, -KIN * d2psi + potential(x) * psi


def energy(par):
    psi, _, hpsi = trial(x, par)
    return psi @ hpsi / (psi @ psi)


def omega_function(par, omega):
    psi, _, hpsi = trial(x, par)
    r = omega * psi - hpsi
    return psi @ r / (r @ r)


def descend(func, start):
    start = np.array(start, float)
    simplex = np.array([start, start + [0.2, 0], start + [0, 0.3]])
    opt = {"initial_simplex": simplex, "xatol": 1e-9, "fatol": 1e-13,
           "maxiter": 4000, "maxfev": 4000}
    return minimize(func, start, method="Nelder-Mead", options=opt).x


def weights(par):
    psi = trial(x, par)[0]
    return (states.T @ psi)**2 / (psi @ psi)


def moments(par):
    """Mean by the gradient form, variance by the spectral sum."""
    psi, dpsi, _ = trial(x, par)
    mean = (KIN * dpsi @ dpsi + psi @ (potential(x) * psi)) / (psi @ psi)
    return mean, weights(par) @ (levels - mean)**2


# General minimum: free search over all vectors of a six-level matrix
spec = np.array([-2.0, -1.1, 0.3, 1.0, 2.2, 3.1])
rot = np.linalg.qr(rng.normal(size=(6, 6)))[0]
hmat = rot @ np.diag(spec) @ rot.T


def matrix_omega(c, w):
    m = w * np.eye(6) - hmat
    mc = m @ c
    den = mc @ mc
    val = c @ mc / den
    return val, 2 * (mc - val * (m @ mc)) / den


places = [-2.5] + list((spec[1:] + spec[:-1]) / 2) + [4.0]
targets = [0, 1, 2, 3, 4, 5, 0]  # last: no level above omega
worst_overlap = 1.0
for w, k in zip(places, targets):
    for _ in range(5):
        c = rng.normal(size=6)
        for _ in range(3):
            c = c / np.linalg.norm(c)
            c = minimize(matrix_omega, c, args=(w,), jac=True,
                         method="BFGS", options={"gtol": 1e-9}).x
        c = c / np.linalg.norm(c)
        worst_overlap = min(worst_overlap, (c @ rot[:, k])**2)
assert worst_overlap > 1 - 1e-6

# Bounds on random states, with omega between two levels
w, k = 0.65, 3
n_bound = 0
for _ in range(3000):
    c = rot[:, k] + rng.uniform(0, 2) * rng.normal(size=6)
    c /= np.linalg.norm(c)
    mean = c @ hmat @ c
    var = np.sum((hmat @ c - mean * c)**2)
    val = matrix_omega(c, w)[0]
    assert val >= -1 / (2 * np.sqrt(var)) - 1e-10
    if mean > w:
        n_bound += 1
        assert mean + var / (mean - w) >= spec[k] - 1e-10
assert n_bound > 500

# Quadratic error near the minimum; loss of uniqueness at an eigenvalue
d = rng.normal(size=6)
d -= (d @ rot[:, k]) * rot[:, k]
d /= np.linalg.norm(d)
gaps = [matrix_omega(rot[:, k] + eps * d, w)[0] - 1 / (w - spec[k])
        for eps in (0.01, 0.005)]
assert abs(gaps[0] / gaps[1] - 4) < 0.05
mixed = rot[:, 3] + 5 * rot[:, 2]
assert abs(matrix_omega(mixed, spec[2])[0] - 1 / (spec[2] - spec[3])) < 1e-10

# Electron: energy minimum first, then Omega minimum from that point
par_e = descend(energy, [np.log(3.6), np.pi / 4])
assert weights(par_e)[0] > 0.99 and energy(par_e) >= levels[0] - 1e-9
W = 0.6
assert levels[1] < W < levels[2]
par = descend(lambda p: omega_function(p, W), par_e)
E, var = moments(par)
sigma = np.sqrt(var)
om = omega_function(par, W)
wt = weights(par)
assert abs(om - (W - E) / ((W - E)**2 + var)) < 1e-6
assert wt[2] > 0.95
scan = min(omega_function((la, t), W)
           for la in np.linspace(np.log(1.5), np.log(12), 50)
           for t in np.linspace(0, np.pi, 60))
assert scan >= om - 1e-9
limit = 1 / (W - levels[2])
excess = wt @ ((levels - W) * (levels - levels[2]))
excess /= (levels[2] - W) * (wt @ (levels - W)**2)
assert abs(om - limit - excess) < 1e-6 and excess > 0
bound = E + var / (E - W)
assert bound >= levels[2]

rows = []
for wi in (0.5, 0.6, 0.7):
    assert levels[1] < wi < levels[2]
    pi = descend(lambda p: omega_function(p, wi), par)
    ei, vi = moments(pi)
    bi = ei + vi / (ei - wi)
    assert weights(pi)[2] > 0.9 and bi >= levels[2]
    rows.append((wi, ei, np.sqrt(vi), bi))

# Fourth moment of the local energy near a node: grows as 1/cutoff
a_opt = np.exp(par[0])
node = np.sqrt(1 / (2 * a_opt * np.tan(par[1])))


def fourth_moment(cut):
    def f(y):
        u = np.exp(y)
        total = 0.0
        for z in (node - u, node + u):
            psi, _, hpsi = trial(z, par)
            total += (W * psi - hpsi)**4 / psi**2
        return total * u
    return quad(f, np.log(cut), np.log(1e-3), epsrel=1e-8, limit=200)[0]


growth = fourth_moment(1e-6) / fourth_moment(1e-5)
assert 9.7 < growth < 10.5

# Monte Carlo with the bounded estimator; S is the guiding energy scale
S = 0.2
fine = np.linspace(-4, 4, 40001)
psi, _, hpsi = trial(fine, par)
guide = psi**2 + ((W * psi - hpsi) / S)**2
cdf = np.concatenate([[0], np.cumsum((guide[1:] + guide[:-1]) / 2)])
cdf /= cdf[-1]
N = 400000
pts = np.interp(rng.random(N), cdf, fine)
psi, _, hpsi = trial(pts, par)
r = W * psi - hpsi
guide = psi**2 + (r / S)**2
num, den = psi * r / guide, r**2 / guide
assert den.max() <= S**2 * (1 + 1e-12)
assert np.abs(num).max() <= S / 2 * (1 + 1e-12)
om_mc = num.mean() / den.mean()
err = np.std((num - om_mc * den) / den.mean()) / np.sqrt(N)
assert abs(om_mc - om) < 4 * err
batch = num.reshape(200, -1).mean(1) / den.reshape(200, -1).mean(1)
scatter = batch.std(ddof=1) / np.sqrt(200)
assert abs(scatter / err - 1) < 0.25

print(f"hbar^2/(2 m_e) = {KIN:.6f} eV nm^2")
print(f"A = {A} eV, B = {B} eV, L = 1 nm")
for n in range(5):
    print(f"grid level E_{n} = {levels[n]:.6f} eV")
print(f"six-level search: worst squared overlap = {worst_overlap:.9f}")
print(f"six-level bound: random states with E > omega = {n_bound}")
print(f"error ratio when admixture is halved = {gaps[0] / gaps[1]:.4f}")
print(f"energy minimum: a = {np.exp(par_e[0]):.4f} nm^-2")
print(f"energy minimum: t = {par_e[1]:.5f} rad")
print(f"energy minimum: E = {energy(par_e):.6f} eV")
print(f"energy minimum: weight on state 0 = {weights(par_e)[0]:.6f}")
print(f"Omega there, omega = {W} eV: {omega_function(par_e, W):.5f} 1/eV")
print(f"Omega minimum: a = {a_opt:.4f} nm^-2")
print(f"Omega minimum: t = {par[1]:.5f} rad")
print(f"Omega minimum: node at |x| = {node:.5f} nm")
print(f"Omega minimum: E = {E:.6f} eV")
print(f"Omega minimum: sigma = {sigma:.6f} eV")
print(f"Omega minimum: sigma^2 = {var:.8f} eV^2")
print(f"Omega minimum: Omega = {om:.6f} 1/eV = {om / const.e:.5e} 1/J")
print(f"lowest possible Omega = {limit:.6f} 1/eV")
print(f"excess from spectral sum = {excess:.6f} 1/eV")
print(f"limit -1/(2 sigma) = {-1 / (2 * sigma):.6f} 1/eV")
for n in (0, 2, 4, 6):
    print(f"weight on state {n} = {wt[n]:.3e}")
print(f"upper bound on E_2 = {bound:.6f} eV = {bound * const.e:.5e} J")
print(f"bound minus E_2 = {bound - levels[2]:.6f} eV")
for wi, ei, si, bi in rows:
    print(f"omega {wi:.1f} eV: E {ei:.6f}, sigma {si:.6f}, bound {bi:.6f} eV")
print(f"fourth-moment growth, cutoff 1e-5 to 1e-6 nm: {growth:.3f}")
print(f"Monte Carlo: {N} points, guiding scale s = {S} eV")
print(f"Monte Carlo Omega = {om_mc:.5f} +/- {err:.5f} 1/eV")
print(f"error from scatter of 200 batches = {scatter:.5f} 1/eV")
print("tests ok")
```

Output:

```
hbar^2/(2 m_e) = 0.038100 eV nm^2
A = 0.5 eV, B = 0.1 eV, L = 1 nm
grid level E_0 = 0.143277 eV
grid level E_1 = 0.439296 eV
grid level E_2 = 0.752879 eV
grid level E_3 = 1.081717 eV
grid level E_4 = 1.424163 eV
six-level search: worst squared overlap = 1.000000000
six-level bound: random states with E > omega = 1781
error ratio when admixture is halved = 3.9970
energy minimum: a = 4.7429 nm^-2
energy minimum: t = 3.08864 rad
energy minimum: E = 0.143278 eV
energy minimum: weight on state 0 = 0.999999
Omega there, omega = 0.6 eV: 2.18949 1/eV
Omega minimum: a = 4.1967 nm^-2
Omega minimum: t = 3.90789 rad
Omega minimum: node at |x| = 0.35182 nm
Omega minimum: E = 0.753407 eV
Omega minimum: sigma = 0.026992 eV
Omega minimum: sigma^2 = 0.00072855 eV^2
Omega minimum: Omega = -6.322852 1/eV = -3.94641e+19 1/J
lowest possible Omega = -6.541103 1/eV
excess from spectral sum = 0.218251 1/eV
limit -1/(2 sigma) = -18.524241 1/eV
weight on state 0 = 9.479e-10
weight on state 2 = 9.996e-01
weight on state 4 = 3.365e-05
weight on state 6 = 3.551e-04
upper bound on E_2 = 0.758156 eV = 1.21470e-19 J
bound minus E_2 = 0.005277 eV
omega 0.5 eV: E 0.753406, sigma 0.026995, bound 0.756282 eV
omega 0.6 eV: E 0.753407, sigma 0.026992, bound 0.758156 eV
omega 0.7 eV: E 0.753409, sigma 0.026989, bound 0.767047 eV
fourth-moment growth, cutoff 1e-5 to 1e-6 nm: 10.090
Monte Carlo: 400000 points, guiding scale s = 0.2 eV
Monte Carlo Omega = -6.32200 +/- 0.00211 1/eV
error from scatter of 200 batches = 0.00227 1/eV
tests ok
```
